# The Sigma-zero radiative width and the recoil of the Lambda: test program

```python
"""Radiative decay Sigma0 -> Lambda + photon through a transition moment.

Result under test (atomic units, c = 1/alpha, Sigma0 at rest):
    width = 4 mu_t^2 k^3 / c^2,   mu_t = mu / (2 m_p),
equivalently, with energies, width = alpha mu^2 (c k)^3 / (m_p c^2)^2.
mu: transition moment in nuclear magnetons; k: photon momentum;
m_p: proton mass.  The Lambda mass must drop out when k is held fixed.
"""
import numpy as np
from scipy import constants as const

alpha = const.fine_structure
c = 1.0 / alpha
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
hbar_ev_s = const.hbar / const.e
proton_mass = const.m_p / const.m_e
proton_rest_ev = const.m_p * const.c**2 / const.e

moment = 1.61
photon_ev = 7.4e7
lambda_rest_rough_ev = 1.1e9
mu_t = moment / (2 * proton_mass)
k = photon_ev / hartree_ev / c


def width_ev(mu, energy_ev):
    """Derived formula, all energies in eV."""
    return alpha * mu**2 * energy_ev**3 / proton_rest_ev**2


def lifetime_s(mu, energy_ev):
    return hbar_ev_s / width_ev(mu, energy_ev)


# Dirac matrices in the standard representation
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
beta = np.diag([1, 1, -1, -1]).astype(complex)
dirac_alpha = [np.kron(pauli[0], s) for s in pauli]
gamma = [beta] + [beta @ a for a in dirac_alpha]


def vertex(n, pol):
    """Pauli interaction for emission, photon amplitude N set to one."""
    q_low = np.concatenate(([k], -k * n))
    a_low = np.concatenate(([0], -np.conj(pol)))
    field = 1j * (np.outer(q_low, a_low) - np.outer(a_low, q_low))
    total = np.zeros((4, 4), complex)
    for m in range(4):
        for v in range(4):
            sigma = 0.5j * (gamma[m] @ gamma[v] - gamma[v] @ gamma[m])
            total += 0.5 * sigma * field[m, v]
    return mu_t * beta @ total


def polarizations(theta, phi):
    e1 = np.array([np.cos(theta) * np.cos(phi),
                   np.cos(theta) * np.sin(phi), -np.sin(theta)])
    e2 = np.array([-np.sin(phi), np.cos(phi), 0.0])
    return e1, e2


def direction(theta, phi):
    return np.array([np.sin(theta) * np.cos(phi),
                     np.sin(theta) * np.sin(phi), np.cos(theta)])


# For baryons at rest the vertex must be -mu_t sigma.B
n_test = direction(0.7, 1.1)
e_test = polarizations(0.7, 1.1)[0]
b_field = -1j * k * np.cross(n_test, e_test)
rest_block = vertex(n_test, e_test)[:2, :2]
expected_block = -mu_t * sum(b_field[i] * pauli[i] for i in range(3))
assert np.allclose(rest_block, expected_block, rtol=1e-12, atol=1e-12)

# Full golden rule with numerically diagonalized Lambda spinors
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(6)
phi_nodes = 2 * np.pi * np.arange(8) / 8
formula_au = 4 * mu_t**2 * k**3 / c**2
worst_rate_error = 0.0
for rest_ev in (lambda_rest_rough_ev, 1e8, 1e7):
    rest = rest_ev / hartree_ev

    def total_energy(p):
        return c * p + np.sqrt(rest**2 + (c * p)**2)

    e_lambda = total_energy(k) - c * k
    step = 1e-4 * k
    slope = (total_energy(k + step) - total_energy(k - step)) / (2 * step)
    assert abs(slope * e_lambda / (c * total_energy(k)) - 1) < 1e-6
    rates = np.zeros(2)
    sums = []
    for x, w in zip(cos_nodes, cos_weights):
        for phi in phi_nodes:
            theta = np.arccos(x)
            n = direction(theta, phi)
            h_lambda = rest * beta - c * k * sum(
                n[i] * dirac_alpha[i] for i in range(3))
            spinors = np.linalg.eigh(h_lambda)[1][:, 2:]
            strength = np.zeros(2)
            for pol in polarizations(theta, phi):
                amp = spinors.conj().T @ vertex(n, pol)[:, :2]
                strength += np.sum(np.abs(amp)**2, axis=0)
            sums.append(strength)
            photon_norm = 2 * np.pi / (c * k)
            rates += (w * 2 * np.pi / 8 * 2 * np.pi / (2 * np.pi)**3
                      * photon_norm * strength * k**2 / slope)
    sums = np.array(sums) / (2 * mu_t**2 * k**2)
    # isotropic for either Sigma spin, and equal to M c^2 / E_Lambda
    assert np.allclose(sums, total_energy(k) / e_lambda, rtol=1e-9)
    error = np.max(np.abs(rates / formula_au - 1))
    worst_rate_error = max(worst_rate_error, error)
assert worst_rate_error < 1e-6

# Classical current loop: checks the photon normalization independently.
# Moment amplitude 2 mu_t; three orthogonal loops for the three components.
radius = 0.01 / k
current = 2 * mu_t / (np.pi * radius**2)
angle = 2 * np.pi * np.arange(64) / 64
points = radius * np.array([np.cos(angle), np.sin(angle), 0 * angle])
elements = radius * 2 * np.pi / 64 * np.array(
    [-np.sin(angle), np.cos(angle), 0 * angle])
power = 0.0
for x, w in zip(*np.polynomial.legendre.leggauss(12)):
    n = direction(np.arccos(x), 0.0)
    potential = current / c**2 * elements @ np.exp(-1j * k * (n @ points))
    transverse = potential - n * (n @ potential)
    electric = c * k * transverse
    power += 2 * np.pi * w * c / (8 * np.pi) * np.sum(np.abs(electric)**2)
loop_ratio = 3 * power / (c * k) / formula_au
assert abs(loop_ratio - 1) < 1e-4  # finite loop size, order (k radius)^2

# Energy form against atomic units and against a separate SI evaluation
width = width_ev(moment, photon_ev)
assert abs(formula_au * hartree_ev / width - 1) < 1e-7
magneton = const.physical_constants["nuclear magneton"][0]
omega_si = photon_ev * const.e / const.hbar
rate_si = (const.mu_0 * omega_si**3 * (moment * magneton)**2
           / (np.pi * const.hbar * const.c**3))
tau = lifetime_s(moment, photon_ev)
assert abs(rate_si * tau - 1) < 1e-7

# The quoted lifetime 7.4e-20 s and the rounding of the inputs
quoted_tau = 7.4e-20
needed_ev = photon_ev * (tau / quoted_tau)**(1 / 3)
assert abs(lifetime_s(moment, needed_ev) / quoted_tau - 1) < 1e-12
assert round(tau * 1e20, 1) != 7.4
tau_short = lifetime_s(1.615, 7.45e7)
tau_long = lifetime_s(1.605, 7.35e7)
assert tau_short < quoted_tau < tau_long

# Recoil numbers for the rough Lambda rest energy
e_lambda_ev = np.hypot(lambda_rest_rough_ev, photon_ev)
sigma_rest_ev = e_lambda_ev + photon_ev
mass_gap_ev = sigma_rest_ev - lambda_rest_rough_ev
gap_factor = width_ev(moment, mass_gap_ev) / width
assert 1.05 < gap_factor < 1.15

print(f"Transition moment mu: {moment:.2f} nuclear magnetons")
print(f"Photon energy ck: {photon_ev:.3e} eV")
print(f"Proton rest energy: {proton_rest_ev:.5e} eV")
print(f"Fine-structure constant alpha: {alpha:.7f} (no unit)")
print(f"mu squared: {moment**2:.4f} (no unit)")
print(f"Ratio ck/(m_p c^2): {photon_ev / proton_rest_ev:.6f} (no unit)")
print(f"Square of that ratio: {(photon_ev / proton_rest_ev)**2:.6e} (no unit)")
print(f"Width: {width:.4e} eV")
print(f"Width / photon energy: {width / photon_ev:.3e} (no unit)")
print(f"hbar: {hbar_ev_s:.6e} eV s")
print(f"Lifetime: {tau:.3e} s")
print(f"Light path in one lifetime: {const.c * tau * 1e10:.3f} angstrom")
print(f"Lifetime quoted in the topic: {quoted_tau:.1e} s")
print(f"Photon energy needed for it: {needed_ev:.4e} eV")
print(f"Lifetime at ck = 7.45e7 eV: {lifetime_s(moment, 7.45e7):.3e} s")
print(f"Shortest lifetime within input rounding: {tau_short:.3e} s")
print(f"Longest lifetime within input rounding: {tau_long:.3e} s")
print(f"Rough Lambda rest energy (input): {lambda_rest_rough_ev:.1e} eV")
print(f"Lambda recoil energy: {e_lambda_ev - lambda_rest_rough_ev:.2e} eV")
print(f"Baryon rest-energy difference: {mass_gap_ev:.3e} eV")
print(f"Recoil factor R^2 = M c^2/E: {sigma_rest_ev / e_lambda_ev:.4f}")
print(f"Phase-space factor E/(M c^2): {e_lambda_ev / sigma_rest_ev:.4f}")
print(f"Width factor if difference replaces ck: {gap_factor:.3f}")
print(f"Largest relative error, golden rule: {worst_rate_error:.1e}")
print(f"Classical loop rate / formula: {loop_ratio:.6f}")
print("PASS")
```

Running it gives:

```
Transition moment mu: 1.61 nuclear magnetons
Photon energy ck: 7.400e+07 eV
Proton rest energy: 9.38272e+08 eV
Fine-structure constant alpha: 0.0072974 (no unit)
mu squared: 2.5921 (no unit)
Ratio ck/(m_p c^2): 0.078868 (no unit)
Square of that ratio: 6.220221e-03 (no unit)
Width: 8.7067e+03 eV
Width / photon energy: 1.177e-04 (no unit)
hbar: 6.582120e-16 eV s
Lifetime: 7.560e-20 s
Light path in one lifetime: 0.227 angstrom
Lifetime quoted in the topic: 7.4e-20 s
Photon energy needed for it: 7.4529e+07 eV
Lifetime at ck = 7.45e7 eV: 7.409e-20 s
Shortest lifetime within input rounding: 7.363e-20 s
Longest lifetime within input rounding: 7.763e-20 s
Rough Lambda rest energy (input): 1.1e+09 eV
Lambda recoil energy: 2.49e+06 eV
Baryon rest-energy difference: 7.649e+07 eV
Recoil factor R^2 = M c^2/E: 1.0671
Phase-space factor E/(M c^2): 0.9371
Width factor if difference replaces ck: 1.104
Largest relative error, golden rule: 4.2e-10
Classical loop rate / formula: 0.999980
PASS
```
